# Double injection with infinitely fast recombination: annihilation plane and current

## Problem

A trap-free insulating layer of thickness $L$ and permittivity $\varepsilon$ lies between an anode at $x=0$, which injects holes, and a cathode at $x=L$, which injects electrons. The mobilities $\mu_p$ and $\mu_n$ are constant, the state is steady, and the carriers move by drift alone. Both contacts are ohmic: they supply any current the layer can carry, which in a drift-only model means that the field vanishes at each contact. Electrons and holes annihilate as soon as they meet.

The field $E$ and the current density $J$ are counted positive from anode to cathode, and $e>0$ is the elementary charge. The voltage $V=\int_0^L E\,dx$ is the electrostatic drop across the layer, that is, the terminal voltage less the built-in voltage.

1. Where is the plane at which the carriers annihilate?
2. Show that $J$ equals $J_p+J_n$, where $J_p$ and $J_n$ are the currents of a hole-only and an electron-only diode with the same $L$, $\varepsilon$ and $V$.
3. Evaluate the results for $L=100$ nm, relative permittivity 3, $\mu_p=3\times10^{-6}$ cm²/Vs, $\mu_n=1\times10^{-6}$ cm²/Vs and $V=5$ V.

## Hints

**Hint 1.** If the two carriers cannot coexist, how many carriers conduct at any given $x$? What does this say about the current in each zone?

**Hint 2.** Combine Poisson's equation with the drift law in each zone. The result is an equation for $E^2$.

**Hint 3.** A jump of $E$ at the plane would need a sheet of charge there. Ask whether such a sheet could stay in place.

**Hint 4.** For the second question, treat each zone as a complete single-carrier diode with its own thickness and its own voltage.

## Solution

### The field in the two zones

Infinitely fast recombination means $np=0$ everywhere. Holes fill $0<x<x_0$, electrons fill $x_0<x<L$, and $x_0$ is unknown. The total current is uniform in the steady state, so each zone carries the whole of $J$ by one carrier. Holes arrive at the plane from the left and electrons from the right, each with particle flux $J/e$, and they annihilate in pairs.

In the hole zone

$$J=e\mu_p pE,\qquad \varepsilon\frac{dE}{dx}=ep .$$

Replacing $ep$ in the first equation by the second gives

$$J=\varepsilon\mu_pE\frac{dE}{dx}=\frac{\varepsilon\mu_p}{2}\frac{d(E^2)}{dx}.$$

Integration from the anode, where $E=0$, yields

$$E^2=\frac{2Jx}{\varepsilon\mu_p},\qquad 0<x<x_0 .$$

In the electron zone the charge density is negative. Electrons move towards the anode, so their current is still positive:

$$J=e\mu_n nE,\qquad \varepsilon\frac{dE}{dx}=-en .$$

Hence $d(E^2)/dx=-2J/(\varepsilon\mu_n)$. With $E(L)=0$,

$$E^2=\frac{2J(L-x)}{\varepsilon\mu_n},\qquad x_0<x<L .$$

### The single-carrier law

If holes alone filled the whole layer, the first field profile would hold up to $x=L$, and

$$V=\sqrt{\frac{2J_p}{\varepsilon\mu_p}}\int_0^L x^{1/2}dx=\frac23\sqrt{\frac{2J_p}{\varepsilon\mu_p}}\,L^{3/2}.$$

Squaring gives $V^2=8J_pL^3/(9\varepsilon\mu_p)$, which is the Mott-Gurney law. The electron-only diode is its mirror image. Thus

$$J_p=\frac98\varepsilon\mu_p\frac{V^2}{L^3},\qquad J_n=\frac98\varepsilon\mu_n\frac{V^2}{L^3}.$$

### The annihilation plane

Suppose that a sheet of surplus holes sat at $x_0$. The field on both sides points towards the cathode, so the sheet would be driven into the electron zone and annihilated there. A sheet of surplus electrons would be driven into the hole zone. Neither can persist in a steady state, so there is no sheet charge and $E$ is continuous. Equating the two expressions for $E^2$ at $x_0$ and cancelling $2J/\varepsilon$ gives

$$\frac{x_0}{\mu_p}=\frac{L-x_0}{\mu_n}.$$

Multiplying out, $\mu_nx_0=\mu_pL-\mu_px_0$, and therefore

$$\boxed{x_0=\frac{\mu_p}{\mu_p+\mu_n}\,L}$$

The plane lies nearer the contact that injects the slower carrier. Its position does not depend on the voltage in this model.

### The current

Inserting $x_0$ in the hole-zone profile gives the peak field $E_0$:

$$E_0^2=\frac{2JL}{\varepsilon(\mu_p+\mu_n)}.$$

In each zone the field grows as the square root of the distance from the contact, so its mean is $\tfrac23E_0$. The zone voltages add to

$$V=\tfrac23E_0x_0+\tfrac23E_0(L-x_0)=\tfrac23E_0L .$$

Thus $E_0=3V/(2L)$. Solving the expression for $E_0^2$ for the current,

$$J=\frac{\varepsilon(\mu_p+\mu_n)}{2L}\,\frac{9V^2}{4L^2},$$

$$\boxed{J=\frac98\varepsilon(\mu_p+\mu_n)\frac{V^2}{L^3}=J_p+J_n}$$

The terms $J_p$ and $J_n$ are not partial currents flowing side by side. Let $f=x_0/L=\mu_p/(\mu_p+\mu_n)$. The hole zone is a hole-only diode of thickness $fL$ under voltage $fV$, so

$$J=\frac98\varepsilon\mu_p\frac{(fV)^2}{(fL)^3}=\frac{J_p}{f}.$$

In the same way $J=J_n/(1-f)$. Hence $J_p=fJ$ and $J_n=(1-f)J$, whose sum is $J$. The current exceeds that of either single-carrier diode because each carrier crosses only part of the layer. For $\mu_n\to0$ the plane moves to the cathode and $J\to J_p$. For equal mobilities it lies in the middle and $J=2J_p$.

By Gauss's law the hole zone contains the charge $\varepsilon E_0$ per area and the electron zone $-\varepsilon E_0$, so the layer is neutral as a whole.

### Numbers

The plane lies at $x_0=\frac34\times100$ nm $=75$ nm from the anode. The hole-only current is

$$J_p=\frac98\,\frac{(3\times8.854\times10^{-12})(3\times10^{-10})(5)^2}{(10^{-7})^3}\ \text{A/m}^2,$$

which is 22.4 mA/cm². The electron-only current is a third of this, 7.5 mA/cm². The bipolar current is their sum, 29.9 mA/cm² (299 A/m²).

The peak field is $1.5\times5\ \text{V}/100\ \text{nm}=0.75$ MV/cm. The hole zone takes 3.75 V and the electron zone 1.25 V. At the plane the hole density is $8.3\times10^{16}$ cm⁻³ and the electron density $2.5\times10^{17}$ cm⁻³. Their ratio is $\mu_p/\mu_n=3$, because both carry the same current in the same field.

## Variation 1: recombination at a finite rate

*Let the recombination rate be $knp$. How large must $k$ be for the sum law to hold?*

Let $s$ be the fraction of $J$ carried by holes, so that $e\mu_ppE=sJ$ and $e\mu_nnE=(1-s)J$. Poisson's equation and hole continuity, $J\,ds/dx=-eknp$, become

$$\varepsilon\frac{dE}{dx}=\frac JE\left[\frac{s}{\mu_p}-\frac{1-s}{\mu_n}\right],\qquad \frac{ds}{dx}=-\frac{J}{M}\,\frac{s(1-s)}{E^2},\qquad M=\frac{e\mu_n\mu_p}{k}.$$

Dividing the first by the second eliminates $x$:

$$\frac{d\ln E}{ds}=\frac as-\frac b{1-s},\qquad a=\frac{e\mu_p}{\varepsilon k},\quad b=\frac{e\mu_n}{\varepsilon k}.$$

Hence $E=Cs^a(1-s)^b$, which vanishes at the anode ($s=1$) and at the cathode ($s=0$), as required. With $dx=-(M/J)E^2ds/[s(1-s)]$ and the beta function $B(u,v)=\int_0^1t^{u-1}(1-t)^{v-1}dt$,

$$L=\frac{MC^2}{J}B(2a,2b),\qquad V=\int_0^L E\,dx=\frac{MC^3}{J}B(3a,3b).$$

The constant $C$ drops out of $V^2/L^3$, leaving

$$J=M\,\frac{B(2a,2b)^3}{B(3a,3b)^2}\,\frac{V^2}{L^3}.$$

For large $k$ both $a$ and $b$ are small, and $B(u,v)\approx\frac{u+v}{uv}\left(1-\frac{\pi^2}{6}uv\right)$. The prefactors give $\frac98M(a+b)/(ab)=\frac98\varepsilon(\mu_p+\mu_n)$. The corrections combine to $-2\pi^2ab+3\pi^2ab$. To leading order,

$$J\approx(J_p+J_n)(1+\pi^2ab).$$

The place where holes carry a given share $s$ follows from the same $dx$:

$$\frac xL=\frac{1}{B(2a,2b)}\int_s^1t^{2a-1}(1-t)^{2b-1}dt .$$

For small $a,b$ and fixed $0<s<1$ the integral is dominated by $t\to1$ and grows as $1/(2b)$, while $B\to1/(2a)+1/(2b)$. So $x/L\to a/(a+b)$, which is the plane found above.

The natural scale for $k$ is the Langevin value. A hole and an electron at distance $r$ drift together with speed $(\mu_p+\mu_n)e/(4\pi\varepsilon r^2)$. Multiplying by the area $4\pi r^2$ gives the capture coefficient $k_L=e(\mu_p+\mu_n)/\varepsilon$, here $2.4\times10^{-12}$ cm³/s. Since $a+b=k_L/k$, the condition $k\gg k_L$ makes both $a$ and $b$ small and is sufficient for the sum law. It is not necessary if the mobilities are very unequal: for a ratio of 100 the current at $k=k_L$ is only 2% above the sum law. In a layer of low mobility the carriers must drift together before they can recombine, so $k$ is not expected to lie far above $k_L$. The sharp plane is then a limiting case, not the usual state of a real diode. For the mobilities of the example:

| $k/k_L$ | $J/(J_p+J_n)$ |
|---|---|
| 1 | 1.34 |
| 10 | 1.013 |
| 100 | 1.0002 |

At $k=k_L$ the hole share falls from 90% to 10% between 39.6 and 98.6 nm, so there is a broad zone rather than a plane. At $100k_L$ the same fall takes place between 74.2 and 75.8 nm. This width belongs to the continuum equations only: it is far below the Coulomb capture radius $e^2/(4\pi\varepsilon k_BT)\approx19$ nm at 300 K and below the mean carrier spacing near the plane, about 23 nm for holes and 16 nm for electrons.

## Variation 2: diffusion

*Keep $np=0$ but add diffusion, with thermal voltage $V_T=k_BT/e$. When may it be neglected?*

In the hole zone $J=e\mu_p(pE-V_T\,dp/dx)$. With $ep=\varepsilon\,dE/dx$ this is a total derivative:

$$J=\varepsilon\mu_p\frac{d}{dx}\left[\frac{E^2}{2}-V_T\frac{dE}{dx}\right].$$

At the plane $p=0$, so $dE/dx=0$ there. Integrating from $x$ to $x_0$, with $d=x_0-x$ and $dE/dx=-dE/dd$, gives

$$V_T\frac{dE}{dd}=\frac{E_0^2-E^2}{2}-\frac{Jd}{\varepsilon\mu_p}.$$

The electron zone obeys the same equation with $\mu_n$ and $d=x-x_0$. Each zone ends where its carrier density reaches the density at the contact.

At the plane the carriers arrive by diffusion alone, but this layer is only about $V_T/E_0$ thick, 0.3 nm in the example, which is far below the carrier spacing and so has meaning only within the continuum model. Near a contact, diffusion matters within a length $\ell$ at which the three kinds of term are comparable: $E^2\sim V_TE/\ell\sim J\ell/(\varepsilon\mu)$. The first relation gives $E\sim V_T/\ell$, and the second then gives $\ell^3\sim\varepsilon\mu V_T^2/J$. With $J\sim\varepsilon\mu V^2/L^3$,

$$\frac{\ell}{L}\sim\left(\frac{V_T}{V}\right)^{2/3}.$$

This suggests writing the relative change of the current as $c\,(V_T/V)^{2/3}$, with a factor $c$ that depends on the contact density and, more weakly, on the mobility ratio. In the example $c$ is about 3, 11 and 15 at contact densities of $10^{18}$, $10^{19}$ and $10^{20}$ cm⁻³. Diffusion may be neglected only when $c\,(V_T/V)^{2/3}$ is small. At a fixed contact density $c$ itself changes with voltage: at $10^{19}$ cm⁻³ the excess falls from 33% at 5 V to about 17% at 10 V, where a constant $c$ would give 21%. At $10^{18}$ cm⁻³ $c$ even changes sign: the current is 8% above the sum law at 5 V, 1% below it at 7 V and 11% below it at 10 V. At 10 V the drift solution needs $5\times10^{17}$ cm⁻³ electrons already at the plane, half the contact density, so the contact is no longer ohmic. A small net change can thus be a cancellation, and the contact density must also lie far above the densities at the plane. In the example at 300 K, $V/V_T=193$. With a contact density of roughly $10^{19}$ cm⁻³, numerical solution gives a current 1.33 times the sum law and a plane at 73.6 nm. The excess depends strongly on the contact density: it is about 8% at $10^{18}$ cm⁻³ and about 45% at $10^{20}$ cm⁻³. At $V/V_T=2000$ and $20\,000$, with the contact density raised in proportion to $V^2$, the excess over the sum law is 7.8% and 1.7%. The ratio of these two is 4.5, close to the estimate $10^{2/3}=4.6$.

## The model beside a real diode

The parameters are rough values in the regime of a polymer light-emitting diode. With a built-in voltage of roughly 2 V, the example corresponds to about 7 V at the terminals. If recombination proceeds at the Langevin rate, the current is 34% above the sum law. Diffusion alone adds 33% at a contact density of $10^{19}$ cm⁻³. With both effects included at that density, numerical solution gives a current about 75% above the sum law. Mobilities in such polymers also rise with field. For a factor $\exp(\beta\sqrt E)$ common to both carriers, with $\beta$ roughly 0.003 (cm/V)$^{1/2}$, the mobility at the mean field $V/L$ is 8.3 times its zero-field value. If the stated mobilities are those at $V/L$, the current is 0.74 times the sum law. If they are zero-field values, it is $8.3\times0.735\approx6$ times the sum law, the largest of the shifts computed here. Electron traps of roughly $10^{17}$ cm⁻³, if all filled, would amount to 20% of the charge of the trap-free electron zone. Taken as fixed charge in the drift-only model with $np=0$, they lower the current by about 4% and move the plane to 79 nm; partial filling and trap-assisted recombination are not included. The peak field is a quarter of a rough breakdown field of 3 MV/cm. At the sum-law current the dissipated 0.21 W/cm² causes a drop of about 1.5 K across 0.7 mm of glass, so self-heating is minor if a heat sink holds the outer face of the glass near room temperature. At six times that current the drop would be about 9 K.

## Values computed for the example and the checks

```
layer thickness L: 100 nm
relative permittivity: 3
hole mobility: 3e-06 cm2/Vs
electron mobility: 1e-06 cm2/Vs
voltage drop over layer V: 5 V
temperature: 300 K
annihilation plane from anode x0: 75 nm
x0/L by field matching: 0.75
hole-only current J_p: 22.41 mA/cm2
electron-only current J_n: 7.471 mA/cm2
bipolar current J: 29.88 mA/cm2
bipolar current J (SI): 298.8 A/m2
marched J / sum of marched single currents: 1
peak field E0: 0.75 MV/cm
voltage over hole zone: 3.75 V
voltage over electron zone: 1.25 V
hole density at plane: 8.29e+16 cm^-3
electron density at plane: 2.487e+17 cm^-3
charge per area in each zone: 0.1992 uC/cm2
Langevin coefficient k_L: 2.413e-12 cm3/s
J / sum law at k = 1 k_L: 1.340413
J / sum law at k = 10 k_L: 1.013452
J / sum law at k = 100 k_L: 1.000179
J / sum law at k = 1000 k_L: 1.000002
hole share 90% at, k = 1 k_L: 39.58 nm
hole share 10% at, k = 1 k_L: 98.62 nm
hole share 90% at, k = 100 k_L: 74.19 nm
hole share 10% at, k = 100 k_L: 75.81 nm
thermal voltage: 25.85 mV
V / thermal voltage: 193.4
contact density (rough): 1e+19 cm^-3
J / sum law with diffusion, example: 1.333
plane with diffusion, example: 73.61 nm
J / sum law with diffusion, V/V_T = 2000: 1.0781
J / sum law with diffusion, V/V_T = 20000: 1.0174
field coefficient of mobility (rough): 0.003 (cm/V)^0.5
mobility at V/L over zero-field mobility: 8.34
J / sum law, mobilities pinned at V/L: 0.735
peak field with that mobility: 0.671 MV/cm
electron trap density (rough): 1e+17 cm^-3
filled traps / electron-zone charge: 0.2
breakdown field (rough): 3 MV/cm
peak field / breakdown field: 0.25
built-in voltage (rough): 2 V
dissipated power: 0.21 W/cm2
glass thickness for heat flow (rough): 0.7 mm
glass thermal conductivity (rough): 1 W/(m K)
temperature drop across glass: 1.5 K
```
